# Direct Ion Flux at the Centre of a Trench Floor: a program that tests the result

```python
# Result under test: the direct (unshadowed) ion flux at the centre of a long
# trench floor, relative to an open surface, is
#     f = erf(a),   a = (w / 2L) * sqrt(E / kT)
# w: trench width, L: depth, E: axial ion energy at the mouth,
# kT: transverse temperature (variance of v_x is kT/M), M: ion mass.
# Lengths are in nm and energies in eV unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, erfinv

width, depth = 50.0, 1000.0
energy, kT = 200.0, 0.1
mass_ar = 39.948 * const.atomic_mass


def parameter(w, L, E, temp):
    return w / (2 * L) * np.sqrt(E / temp)


def profile(a, xi):
    """Direct flux at floor position x = xi * w/2."""
    return 0.5 * (erf(a * (1 + xi)) + erf(a * (1 - xi)))


def velocity_integral(w, L, E, temp, mass, shadowed=False):
    """Quadrature of the transverse Maxwellian in SI velocities."""
    vz = np.sqrt(2 * E * const.e / mass)
    sigma = np.sqrt(temp * const.e / mass)
    v_cut = vz * w / (2 * L)

    def density(v):
        return np.exp(-v**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))

    if shadowed:
        return 2 * quad(density, v_cut, v_cut + 10 * sigma, epsabs=0)[0]
    return quad(density, -v_cut, v_cut)[0]


a0 = parameter(width, depth, energy, kT)
f0 = erf(a0)

# --- erf law against velocity quadrature; the ion mass must drop out
aspects = [5, 10, 20, 40, 80]
temperatures = [0.05, 0.1, 0.3]
for ratio in aspects:
    for temp in temperatures:
        for mass in (mass_ar, 4 * const.atomic_mass):
            direct = velocity_integral(width, ratio * width, energy, temp, mass)
            law = erf(parameter(width, ratio * width, energy, temp))
            assert abs(direct - law) < 1e-7

# --- limits and design rule against the same quadrature
a_small = parameter(width, 200 * width, energy, kT)
exact_small = velocity_integral(width, 200 * width, energy, kT, mass_ar)
assert abs(2 * a_small / np.sqrt(np.pi) / exact_small - 1) < 0.5 * a_small**2
a_large = parameter(width, 5 * width, energy, kT)
tail = velocity_integral(width, 5 * width, energy, kT, mass_ar, shadowed=True)
tail_law = np.exp(-a_large**2) / (a_large * np.sqrt(np.pi))
assert 0 < tail_law / tail - 1 < 0.6 / a_large**2
design = {}
for target in (0.9, 0.5):
    design[target] = np.sqrt(energy / kT) / (2 * erfinv(target))
    reached = velocity_integral(width, design[target] * width, energy, kT, mass_ar)
    assert abs(reached - target) < 1e-7

# --- Monte Carlo with explicit specular bounces
rng = np.random.default_rng(12345)
n_ions = 2_000_000


def fly(energies):
    """Return landing position xi and the number of wall hits of each ion."""
    x = rng.uniform(-width / 2, width / 2, n_ions)
    slope = rng.normal(size=n_ions) * np.sqrt(kT / (2 * energies))
    z = np.zeros(n_ions)
    hits = np.zeros(n_ions, dtype=int)
    active = np.arange(n_ions)
    for _ in range(20):
        s = slope[active]
        wall = np.sign(s) * width / 2
        dz = (wall - x[active]) / s
        lands = z[active] + dz >= depth
        done = active[lands]
        x[done] += slope[done] * (depth - z[done])
        going = ~lands
        active, wall, dz = active[going], wall[going], dz[going]
        z[active] += dz
        x[active] = wall
        slope[active] *= -1
        hits[active] += 1
        if active.size == 0:
            break
    assert active.size == 0
    return 2 * x / width, hits


def strip_flux(xi, select, low, high):
    inside = (np.abs(xi) >= low) & (np.abs(xi) < high) & select
    return np.count_nonzero(inside) / (n_ions * (high - low))


xi, hits = fly(np.full(n_ions, energy))
mc_centre = strip_flux(xi, hits == 0, 0.0, 0.1)
mc_total = strip_flux(xi, hits >= 0, 0.0, 0.1)
mc_outer = strip_flux(xi, hits == 0, 0.7, 0.9)
# tolerances: about four standard deviations plus finite strip width
assert abs(mc_centre - f0) < 0.01
assert abs(mc_total - 1) < 0.012
assert abs(mc_outer - profile(a0, 0.8)) < 0.01
positions = np.linspace(0, 1, 201)
assert np.all(np.diff(profile(a0, positions)) < 0)

# --- rf modulation of the axial energy, equal flux at every phase
swing = 50.0


def phase_average(amplitude):
    def integrand(phase):
        E = energy + amplitude * np.sin(phase)
        return erf(parameter(width, depth, E, kT))
    return quad(integrand, 0, 2 * np.pi)[0] / (2 * np.pi)


f_rf = phase_average(swing)
phases = rng.uniform(0, 2 * np.pi, n_ions)
xi_rf, hits_rf = fly(energy + swing * np.sin(phases))
assert abs(strip_flux(xi_rf, hits_rf == 0, 0.0, 0.1) - f_rf) < 0.01
assert phase_average(150.0) < f_rf < f0


# --- backward trajectories from the floor centre in given fields
def traced_flux(force, floor_volts=0.0, steps=400):
    """Integrate over floor velocity; the Gaussian is taken at the mouth.

    q is v_x divided by the axial speed at the mouth; force is in eV/nm.
    """
    n_q = 12000
    q_max = 3 * width / (2 * depth)
    dq = 2 * q_max / n_q
    q = -q_max + dq * (np.arange(n_q) + 0.5)
    x = np.zeros(n_q)
    alive = np.ones(n_q, dtype=bool)
    h = depth / steps

    def rates(s, x, q):
        speed = np.sqrt(1 - floor_volts * (depth - s) / (depth * energy))
        return -q / speed, -force(x) / (2 * energy * speed)

    for i in range(steps):
        s = i * h
        x1, q1 = rates(s, x, q)
        x2, q2 = rates(s + h / 2, x + h / 2 * x1, q + h / 2 * q1)
        x3, q3 = rates(s + h / 2, x + h / 2 * x2, q + h / 2 * q2)
        x4, q4 = rates(s + h, x + h * x3, q + h * q3)
        x = x + h / 6 * (x1 + 2 * x2 + 2 * x3 + x4)
        q = q + h / 6 * (q1 + 2 * q2 + 2 * q3 + q4)
        alive &= np.abs(x) < width / 2
    sigma = np.sqrt(kT / (2 * energy))
    gauss = np.exp(-q**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))
    return np.sum(gauss[alive]) * dq


def no_force(x):
    return np.zeros_like(x)


# tolerance 1e-3: velocity grid at the sharp edge of the accepted range
f_traced = traced_flux(no_force)
assert abs(f_traced - f0) < 1e-3


def lateral_shift(volts):
    return volts * depth**2 / (4 * energy * width)


def lateral_flux(volts):
    return profile(a0, 2 * lateral_shift(volts) / width)


for volts in (0.2, 0.8):
    traced = traced_flux(lambda x: np.full_like(x, volts / width))
    assert abs(traced - lateral_flux(volts)) < 1e-3
side_volts = 0.2
half_width_volts = 2 * energy * (width / depth)**2
assert abs(lateral_shift(half_width_volts) - width / 2) < 1e-9


def retarded_flux(volts):
    root = (np.sqrt(energy) + np.sqrt(energy - volts)) / 2
    return erf(width / (2 * depth) * root / np.sqrt(kT))


for volts in (20.0, 120.0):
    assert abs(traced_flux(no_force, volts) - retarded_flux(volts)) < 1e-3
floor_volts = 20.0

# --- nearest images in two conducting walls
image_const = const.e / (16 * np.pi * const.epsilon_0) * 1e9  # eV nm


def image_force(x):
    right = np.maximum(width / 2 - x, 0.3)
    left = np.maximum(width / 2 + x, 0.3)
    return image_const * (1 / right**2 - 1 / left**2)


f_image = traced_flux(image_force, steps=800)
assert abs(f_image - traced_flux(image_force, steps=400)) < 1e-3
assert f_image < f_traced

# --- gas collisions
pressure_mtorr, gas_kelvin = 10.0, 400.0
cross_section = 5e-19  # m^2
sheath_mm = 1.0
gas_density = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_kelvin)
free_path_mm = 1e3 / (gas_density * cross_section)
survive = np.exp(-sheath_mm / free_path_mm)
trench_collision = -np.expm1(-depth * 1e-6 / free_path_mm)

vz = np.sqrt(2 * energy * const.e / mass_ar)
vx_rms = np.sqrt(kT * const.e / mass_ar)
v_cut = vz * width / (2 * depth)

print(f"trench width w = {width:.0f} nm")
print(f"trench depth L = {depth:.0f} nm")
print(f"aspect ratio L/w = {depth / width:.0f}")
print(f"axial energy E = {energy:.0f} eV")
print(f"transverse kT = {kT:.2f} eV")
print(f"transverse T = {kT * const.e / const.k:.0f} K")
print(f"axial speed of Ar+ = {vz / 1e3:.2f} km/s")
print(f"rms transverse speed = {vx_rms / 1e3:.3f} km/s")
print(f"cut-off transverse speed = {v_cut / 1e3:.3f} km/s")
print(f"rms angle = {np.degrees(np.sqrt(kT / (2 * energy))):.3f} deg")
print(f"acceptance half-angle = {np.degrees(np.arctan(width / 2 / depth)):.3f} deg")
print(f"sqrt(E/kT) = {np.sqrt(energy / kT):.2f}")
print(f"a = {a0:.4f}")
print(f"direct fraction at centre, erf(a) = {f0:.4f}")
print(f"shadowed fraction at centre = {1 - f0:.4f}")
print(f"direct fraction at corner = {profile(a0, 1.0):.4f}")
print(f"Monte Carlo, direct at centre = {mc_centre:.3f}")
print(f"Monte Carlo, with reflections = {mc_total:.3f}")
for ratio in aspects:
    value = erf(parameter(width, ratio * width, energy, kT))
    print(f"L/w = {ratio:d}: direct fraction = {value:.4f}")
for temp in temperatures:
    value = erf(parameter(width, depth, energy, temp))
    print(f"kT = {temp:.2f} eV: direct fraction = {value:.4f}")
for target, ratio in design.items():
    print(f"L/w for direct fraction {target:.1f} = {ratio:.1f}")
print(f"rf energy swing = +/- {swing:.0f} eV")
print(f"fraction with rf swing = {f_rf:.4f}")
print(f"wall-to-wall voltage = {side_volts:.1f} V")
print(f"lateral shift = {lateral_shift(side_volts):.1f} nm")
print(f"fraction with lateral field = {lateral_flux(side_volts):.4f}")
print(f"voltage for shift w/2 = {half_width_volts:.2f} V")
print(f"fraction at that voltage = {lateral_flux(half_width_volts):.4f}")
print(f"floor potential = {floor_volts:.0f} V")
print(f"fraction with charged floor = {retarded_flux(floor_volts):.4f}")
print(f"image constant = {image_const:.3f} eV nm")
print(f"fraction with image force = {f_image:.3f}")
print(f"gas pressure = {pressure_mtorr:.0f} mTorr")
print(f"gas temperature = {gas_kelvin:.0f} K")
print(f"collision cross-section = {cross_section:.0e} m^2")
print(f"sheath thickness = {sheath_mm:.1f} mm")
print(f"ion mean free path = {free_path_mm:.1f} mm")
print(f"collided in sheath = {1 - survive:.3f}")
print(f"centre fraction, collided ions lost = {f0 * survive:.3f}")
print(f"centre fraction, collided all arrive = {f0 * survive + 1 - survive:.3f}")
print(f"collision probability in trench = {trench_collision:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
trench width w = 50 nm
trench depth L = 1000 nm
aspect ratio L/w = 20
axial energy E = 200 eV
transverse kT = 0.10 eV
transverse T = 1160 K
axial speed of Ar+ = 31.08 km/s
rms transverse speed = 0.491 km/s
cut-off transverse speed = 0.777 km/s
rms angle = 0.906 deg
acceptance half-angle = 1.432 deg
sqrt(E/kT) = 44.72
a = 1.1180
direct fraction at centre, erf(a) = 0.8862
shadowed fraction at centre = 0.1138
direct fraction at corner = 0.4992
Monte Carlo, direct at centre = 0.885
Monte Carlo, with reflections = 1.002
L/w = 5: direct fraction = 1.0000
L/w = 10: direct fraction = 0.9984
L/w = 20: direct fraction = 0.8862
L/w = 40: direct fraction = 0.5708
L/w = 80: direct fraction = 0.3074
kT = 0.05 eV: direct fraction = 0.9747
kT = 0.10 eV: direct fraction = 0.8862
kT = 0.30 eV: direct fraction = 0.6387
L/w for direct fraction 0.9 = 19.2
L/w for direct fraction 0.5 = 46.9
rf energy swing = +/- 50 eV
fraction with rf swing = 0.8811
wall-to-wall voltage = 0.2 V
lateral shift = 5.0 nm
fraction with lateral field = 0.8682
voltage for shift w/2 = 1.00 V
fraction at that voltage = 0.4992
floor potential = 20 V
fraction with charged floor = 0.8766
image constant = 0.360 eV nm
fraction with image force = 0.734
gas pressure = 10 mTorr
gas temperature = 400 K
collision cross-section = 5e-19 m^2
sheath thickness = 1.0 mm
ion mean free path = 8.3 mm
collided in sheath = 0.114
centre fraction, collided ions lost = 0.785
centre fraction, collided all arrive = 0.899
collision probability in trench = 1.2e-04
ALL CHECKS PASSED
```
